# Crossover from thermal to quantum nucleation of ferroelectric domains

A thermal nucleation rate contains the factor $e^{-U_b/k_BT}$, where $U_b$ is the energy of the critical nucleus. Extrapolating a rate to low temperature with this factor can fail badly. For the small nucleus treated below, the thermal exponent at 2.29 K is 53, while quantum paths through the barrier have an exponent of 18.3. The extrapolated rate is then too small by about $e^{35}$, or fifteen powers of ten. What is needed is the temperature at which the thermal factor stops being the right one.

## The estimate

Close to the saddle, let $q$ be the mass-weighted coordinate of the one unstable mode, with energy
$$E=\tfrac12\dot q^2+U_b-\tfrac12\omega_b^2q^2 .$$
The mode has frequency $\pm i\omega_b$. As an example, take a cyclic frequency $\nu_b=1$ THz, so that $\omega_b=2\pi\nu_b$.

Consider crossing at an energy $\epsilon$ below the top. The Boltzmann weight gains a factor $e^{\epsilon/k_BT}$ over that at the top. The price is tunnelling between the turning points $\pm q_0$, with $q_0^2=2\epsilon/\omega_b^2$. The tunnelling exponent is
$$\frac2\hbar\int_{-q_0}^{q_0}\!\sqrt{2\epsilon-\omega_b^2q^2}\,dq=\frac{2\omega_b}{\hbar}\,\frac{\pi q_0^2}{2}=\frac{2\pi\epsilon}{\hbar\omega_b},$$
because the integral of $\sqrt{q_0^2-q^2}$ is the area of a half disc. Gain and price are both linear in $\epsilon$. Going under the barrier pays when $1/k_BT>2\pi/\hbar\omega_b$, that is, below
$$T_0=\frac{\hbar\omega_b}{2\pi k_B}=\frac{\hbar\nu_b}{k_B}.$$

Numerically, $h\nu_b/k_B=48.0$ K, and division by $2\pi$ gives $T_0=7.64$ K, about 8 K. Had 1 THz meant $10^{12}$ rad/s, the answer would be 1.2 K.

The estimate uses only the top of the barrier. It does not show what happens to a nucleus with many modes, or whether the change at $T_0$ is smooth.

## Approach from above

The transmission of the parabola can be found at every energy. With $z=q\sqrt{\omega_b/\hbar}$ and $\eta=(E-U_b)/\hbar\omega_b$, the Schrödinger equation is $\psi''=-(z^2+2\eta)\psi$. Inserting $\psi\sim z^se^{iz^2/2}$ at large $z$ gives $i(1+2s)=-2\eta$, so $s=i\eta-\tfrac12$. This is the transmitted wave on the right.

Continue it to the left through the upper half plane, $z=|z|e^{i\theta}$ with $\theta$ from 0 to $\pi$. The wave decays for $0<\theta<\pi/2$ and is the dominant solution for $\pi/2<\theta<\pi$, so its coefficient carries over to the negative axis. There it is the reflected wave, multiplied by $e^{i\pi s}=-ie^{-\pi\eta}$. Hence $|R|^2=|D|^2e^{-2\pi\eta}$ for the reflection and transmission amplitudes, and $|R|^2+|D|^2=1$ gives
$$|D|^2=\frac1{1+e^{-2\pi\eta}} .$$

The rate is proportional to the thermal average of $|D|^2$. Classically $|D|^2$ is a step and $\int_0^\infty e^{-y}dy=1$, with $y=(E-U_b)/k_BT$. Since $2\pi\eta=yT/T_0$, the ratio of quantum to classical rate from the barrier mode is
$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-yT/T_0}}=p\int_{-\infty}^{\infty}\frac{e^{-pv}\,dv}{1+e^{-v}},\qquad p=\frac{T_0}{T},\quad v=\frac yp .$$
Call the last integral $I$. Shifting $v$ by $2\pi i$ multiplies the integrand by $e^{-2\pi ip}$, and the strip between the two lines holds one pole, at $v=i\pi$, with residue $e^{-i\pi p}$. Therefore $I(1-e^{-2\pi ip})=2\pi i\,e^{-i\pi p}$, so $I=\pi/\sin\pi p$ and
$$\kappa=\frac{\pi T_0/T}{\sin(\pi T_0/T)},\qquad T>T_0 .$$

At 300 K this is 1.001, at $2T_0$ it is 1.57 and at $1.5T_0$ it is 2.42. Quantum enhancement therefore sets in well above $T_0$. The divergence at $T_0$ belongs to the parabola, which has no bottom: states far below the top then dominate the average, and the true barrier shape must be used. The factor describes the barrier mode alone; stable modes and the metastable state bring quantum factors of their own.

## Many modes

In the semiclassical description, the decay exponent is $S/\hbar$, where $S$ is the Euclidean action (kinetic plus potential energy, integrated over imaginary time $\tau$) of the lowest pass between paths that stay in the metastable state and paths that leave it. Paths have period $\hbar/k_BT$. A lowest pass has one descending direction. The method needs $S/\hbar\gg1$ and a metastable state that stays in thermal equilibrium.

The nucleus at rest on the saddle is a stationary path with $S/\hbar=U_b/k_BT$. A variation of the unstable mode with Matsubara frequency $\nu_n=2\pi nk_BT/\hbar$ changes the action in proportion to
$$\lambda_n=\nu_n^2-\omega_b^2 .$$
The $n=0$ direction descends at every temperature. The $n=1$ directions, a sine and a cosine, begin to descend when $\nu_1<\omega_b$, which is $T<T_0$. A stable mode of frequency $\omega_s$ has $\nu_n^2+\omega_s^2>0$ and never causes such a change. Below $T_0$ the resting nucleus is thus no longer the lowest pass, however many stable modes it has. Direct diagonalisation of the second variation for paths cut into 200 time slices gives 7.639 K, against 7.638 K from the formula.

Friction can be included by modelling the environment as harmonic oscillators. The joint system is frictionless and has one unstable normal mode, whose growth rate $\mu$ replaces $\omega_b$. With the environment eliminated, the coordinate obeys $\ddot q+\gamma\dot q=\omega_b^2q$, and $q\propto e^{\mu t}$ gives
$$\mu=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .$$
Damping lowers the crossover: to 7.27 K for $\gamma=0.1\,\omega_b$ and to 4.72 K for $\gamma=\omega_b$. Damping is thus negligible for $\gamma\ll\omega_b$, where the relative shift is about $-\gamma/2\omega_b$.

## A nucleus with a 1 THz unstable mode

Take a ribbon of $2\times2$ rows of cells between electrodes, polarised perpendicular to its length so that the domain walls carry no charge. Let $u_j$ be the polar displacement of cell $j$ from the metastable state. Near the field at which that state disappears, the energy of one row is
$$V=\sum_j\Big[\tfrac12ku_j^2-\tfrac13gu_j^3+\tfrac12K(u_{j+1}-u_j)^2\Big],\qquad k=m\omega_0^2 .$$
For nuclei much longer than the cell length $a$, use a continuous coordinate. With length unit $l=a\sqrt{K/k}$, time unit $1/\omega_0$ and $u=(k/g)\phi$, a stationary profile obeys $\phi''=\phi-\phi^2$.

Write $s=\mathrm{sech}^2(y/2)$ and $t=\tanh(y/2)$, where $y$ is now the scaled position. Then $s'=-st$ and $s''=st^2-\tfrac12s^2=s-\tfrac32s^2$, so $\phi_s=\tfrac32s$ is the nucleus. Its amplitude is $u_m=3k/2g$.

**Barrier.** Multiplying the profile equation by $\phi'$ and integrating from the tail gives $\tfrac12\phi'^2=\tfrac12\phi^2-\tfrac13\phi^3$. The energy density is therefore $\phi'^2$, and with $s\,dy=2\,dt$
$$\int\phi_s'^2dy=\frac94\int s^2t^2dy=\frac92\int_{-1}^1(1-t^2)t^2dt=\frac65 .$$
The energy unit is $(l/a)k^3/g^2=\tfrac49(l/a)ku_m^2$, so for $N$ rows moving together
$$U_b=\frac{8}{15}N\frac lak\,u_m^2 .$$

**Unstable mode.** Small deviations are governed by $H=-\partial_y^2+1-3s$. For $\psi\propto\mathrm{sech}^3(y/2)$, differentiation gives $\psi''=\tfrac94\psi-3s\psi$, hence $H\psi=-\tfrac54\psi$. Differentiating the profile equation gives $H\phi_s'=0$, the free sliding of the nucleus. Since $\psi$ has no node and $\phi_s'$ has one, they are the two lowest states, and there is one unstable mode, with
$$\omega_b=\frac{\sqrt5}{2}\,\omega_0 .$$
Adding rows multiplies inertia and stiffness alike, so $U_b$ grows and $T_0$ does not change.

This requires the rows to stay together. A pattern in which one pair of rows moves against the other adds $2K_\perp/k$ to the eigenvalue, where $K_\perp$ couples neighbouring rows. It is stable if $2K_\perp/k>\tfrac54$. With $K/k=(l/a)^2=9$, this means $K_\perp>0.069K$. Diagonalisation finds three unstable modes at $K_\perp=0.05K$ and one at $0.10K$. From here on $K_\perp$ is taken comparable to $K$, far above this limit, so that the rows also stay together in the time-dependent paths below.

**Numbers.** I choose $a=0.40$ nm, $l=3a=1.2$ nm, $m=50$ u and $u_m=0.010$ nm. For $\nu_b=1$ THz the metastable state must vibrate at $2/\sqrt5=0.894$ THz, so $k=2.62$ N/m. Then
$$U_b=\tfrac{8}{15}\cdot4\cdot3\cdot2.62\ \mathrm{N/m}\cdot(10^{-11}\ \mathrm m)^2=1.68\times10^{-21}\ \mathrm J=10.5\ \mathrm{meV}.$$
With $k_BT_0=0.658$ meV the thermal exponent at $T_0$ is 15.9. A crude rate $\nu_be^{-15.9}$, which leaves out the zero-point energy of the stable modes (see the last section), is $10^5\ \mathrm{s^{-1}}$ per nucleation site. For the discrete row the lowest eigenvalue is $-1.2523$ instead of $-1.25$, which moves $T_0$ by 0.1 %.

## Is the crossover smooth?

A time-dependent path $\phi=\phi_s+w$ obeys $-\partial_\tau^2w+Hw=w^2$, with $\tau$ in units of $1/\omega_0$. Let $\Omega^2=\tfrac54$, let $\nu=\Omega T/T_0$ be the scaled first Matsubara frequency, and normalise $\int\psi^2dy=1$. Start from $w_1=c\,\psi\cos\nu\tau$. Its square, $\tfrac12c^2\psi^2(1+\cos2\nu\tau)$, drives
$$w_2=\tfrac12c^2\left[H^{-1}\psi^2+(H+4\nu^2)^{-1}\psi^2\cos2\nu\tau\right].$$
The inverse $H^{-1}$ exists here because $\psi^2$ is even and the sliding mode is odd. At third order the source is $2w_1w_2$. Its part along $\psi\cos\nu\tau$, with $\cos\nu\tau\cos2\nu\tau\to\tfrac12\cos\nu\tau$, must balance the linear term:
$$(\nu^2-\Omega^2)c=Gc^3,\qquad G=\big\langle\psi^2\big|H^{-1}+\tfrac12(H+4\Omega^2)^{-1}\big|\psi^2\big\rangle .$$

Evaluation gives $G=-0.181$. Near the saddle a bounce, meaning a periodic path of finite amplitude, therefore needs $\nu<\Omega$: it appears below $T_0$ and grows from zero as $c^2=(\Omega^2-\nu^2)/|G|$. With $G>0$ it would exist above $T_0$ and could take over there abruptly.

The derivative of the action with respect to $c$ is the same projection times $\beta/2$, the integral of $\cos^2\nu\tau$ over the period $\beta=2\pi/\nu$. Integrating it,
$$S(c)-S(0)=\tfrac\beta4(\nu^2-\Omega^2)c^2-\tfrac\beta8Gc^4=-\frac{\beta(\Omega^2-\nu^2)^2}{8|G|}$$
at the bounce. The action and its first temperature derivative are continuous at $T_0$. At $0.998\,T_0$ the formula gives a drop of $9.70\times10^{-5}$ in scaled units, and a direct solution of the full path equation gives $9.69\times10^{-5}$.

## The cold limit and the comparison

Far below $T_0$ the period is long and the bounce no longer feels it. In scaled units space and imaginary time enter alike, so a bounce depending only on $r=\sqrt{y^2+\tau^2}$ obeys
$$\phi''+\phi'/r=\phi-\phi^2 .$$
Its numerical solution has action 7.751. One action unit in units of $\hbar$ is $U_b/(\tfrac65\hbar\omega_0)=10.475/(1.2\times3.699)=2.36$, so the exponent tends to $2.36\times7.751=18.3$.

| $T$ (K) | Resting nucleus | Bounce |
|---|---|---|
| 6.87 | 17.68 | 17.14 |
| 5.35 | 22.73 | 18.13 |
| 3.82 | 31.83 | 18.28 |
| 2.29 | 53.05 | 18.29 |

The bounce exponent is nearly constant below about 5 K. One might instead define the crossover by equating $U_b/k_BT$ with 18.29, which gives 6.65 K. That is 13 % below $T_0$, because it replaces the smooth curve by two pieces, $U_b/k_BT$ and the plateau, that meet at a corner. At 6.87 K the bounce already has a smaller exponent than either piece. The barrier-top estimate thus gives the onset of the new regime correctly, and the full calculation adds its smoothness and the plateau.

## Real ferroelectrics

The cell size, mass and frequency are rough values for displacive perovskite oxides. The cubic energy is only a rough description of them. It needs $u_m$ to be small against the spontaneous polar displacement at zero field, which for an effective charge of $6e$ is 0.017 to 0.05 nm at polarisations of 0.26 to 0.75 C/m². In a quartic double well with the same $k$ and $u_m$, $T_0$ is lower by 6 % at 0.05 nm and by 18 % at 0.017 nm, while $G$ stays negative. The cold bounce reaches further, to $1.6u_m=0.016$ nm at its centre, and its exponent rises from 18.3 to 18.8 and 20.2 in the two cases. The barrier is small by choice, because the field has been placed just below the switching limit. Expanding the cell energy about its inflection point, $W=\Delta F\,z-\tfrac13gz^3$, where $\Delta F$ is the force still missing to the switching limit, gives a minimum at $z=-\sqrt{\Delta F/g}$ with $k=2\sqrt{g\Delta F}$. Hence $\Delta F=k^2/4g=ku_m/6$. For an effective charge of $6e$ the field lies only about 0.045 MV/cm below the limit of uniform switching. This close to the limit, zero-point motion is not small. For $K_\perp=K$ its rms amplitude per cell is 0.005 nm, half of $u_m$, and the force $g\langle u^2\rangle$ is about twice $\Delta F$, or 0.09 MV/cm. With bare cell parameters this force would remove the metastable state in a self-consistent harmonic treatment. $k$ and $\Delta F$ must therefore be read as effective values, counted from the limit as shifted by zero-point motion. The harmonic zero-point energy that remains still lowers the barrier by about 2 meV, some $3k_BT_0$, so the crude rates are uncertain by more than an order of magnitude. Defects and electrodes can make a sample switch before this field is reached. At fixed $g$, $K$ and $m$, $T_0\propto\Delta F^{1/4}$, so for the cubic energy doubling this distance raises $T_0$ to 9.1 K. In the quartic wells above the rise is smaller, from 7.2 to 8.4 K and from 6.3 to 6.8 K.

Incomplete compensation by the electrodes matters too. The full depolarising stiffness, $(6e)^2/(\varepsilon_0\varepsilon_\infty a^3)$ with $\varepsilon_\infty=5$, is so large that even 0.1 % of it counts. Real electrodes leave far more. With an effective screening length $\lambda$ per interface, the uncompensated fraction of a film of thickness $d$ is $\varepsilon_\infty/(\varepsilon_\infty+d/2\lambda)$. For $d=0.8$ nm, 0.1 % needs $\lambda\approx10^{-4}$ nm, while $\lambda=0.01$ to 0.02 nm leaves 10 to 20 %. The example therefore assumes nearly ideal electrodes. The sign of its effect depends on what is compensated. If the electrodes fully compensate the metastable state, and only the deviation $u$ feels this 0.1 % as a local restoring force, $T_0$ rises from 7.6 to 8.1 K at fixed $g$ and $K$. If instead the whole polarisation feels it at a fixed applied field, the force also pushes the metastable state towards the switching limit, so that $T_0$ falls or the state disappears. Polar modes can also be strongly damped, which lowers $T_0$. Strain, disorder and stray fields are left out.

The barrier height decides whether any of this can be seen. For $U_b=0.5$ eV and the same $\nu_b$, the thermal exponent at $T_0$ is 760. In this model the cold-limit exponent scales with $U_b$ at fixed frequency and is larger still, about 870. Such a nucleus has a crossover temperature of 7.6 K but does not form there by either route. Observable quantum nucleation needs a low barrier. At 20 meV the cold-limit exponent is already 35, and the crude rate $\nu_be^{-35}$ is one event per site in about half an hour. The numerical output below lists the values used.

## Table of computed values

```
Barrier-mode cyclic frequency: 1.000 THz
Barrier-mode angular frequency: 6.2832e+12 rad/s
Quantum h*nu_b: 4.136 meV
h*nu_b/kB: 47.99 K
Crossover T0, formula: 7.638 K
Crossover T0, discretised paths: 7.639 K
T0 if 1e12 were rad/s: 1.216 K
Thermal energy kB*T0: 0.6582 meV
Quantum factor at 1.5 T0: 2.418
Quantum factor at 2.0 T0: 1.571
Quantum factor at 4.0 T0: 1.111
Quantum factor at 300 K: 1.00107
T0 for gamma/omega_b = 0.1: 7.266 K
T0 for gamma/omega_b = 1.0: 4.721 K
Cell length: 0.40 nm
Polar-mode mass per cell: 50 u
Nucleus amplitude u_m: 0.010 nm
Wall length l: 1.20 nm
Number of rows: 4
Effective charge: 6.0 e
Optical dielectric constant: 5.0
Metastable-state frequency: 0.8944 THz
Cell stiffness k: 2.622 N/m
Field below switching limit: 0.0455 MV/cm
T0 at twice that field distance: 9.083 K
Chain eigenvalues / omega_0^2: -1.2523, 0.0000, 0.7468
T0 of the discrete chain: 7.645 K
Least row coupling / K for one unstable mode: 0.0694
Uncompensated depolarisation: 0.1 %
Chain T0 with that depolarisation: 8.108 K
Barrier U_b, continuum: 10.475 meV
Barrier U_b, discrete chain: 10.440 meV
Thermal exponent at T0: 15.91
Branching coefficient G (scaled): -0.1810
Action drop at 0.998 T0, solved (scaled): 9.6879e-05
Action drop at 0.998 T0, formula (scaled): 9.7005e-05
T = 6.87 K: bounce exponent 17.14, static exponent 17.68
T = 5.35 K: bounce exponent 18.13, static exponent 22.73
T = 3.82 K: bounce exponent 18.28, static exponent 31.83
T = 2.29 K: bounce exponent 18.29, static exponent 53.05
Zero-temperature bounce action (scaled): 7.7508
Zero-temperature exponent: 18.29
Equal-exponent temperature: 6.646 K
nu_b*exp(-U_b/kB T0), crude rate: 1.23e+05 1/s
Thermal exponent at T0 for 0.5 eV barrier: 760
```
